# Mean Residence Time and the Slow Tail of a Reactor Purge

**Q:** I am setting the water purge on a small oxide-deposition reactor. The gas volume is 1000 cm³ and the nitrogen flow is 4174 cm³/s at reactor conditions, so the mean residence time is 0.24 s. The concentration falls by a factor $e$ per residence time. To reach $10^{-5}$ of its initial value I need $\ln 10^5=11.5$ residence times, or 2.76 s. There is a 20 cm³ dead leg behind a narrow neck, but it is only 2 % of the volume and I have already counted it. Why would I need more time?

**A:** Your 2.76 s uses two facts: the mean, and the assumption that all the gas is one well-mixed volume. The dead leg leaves the first intact and breaks the second. Let us keep the two apart.

Let $V_1$ be the flushed volume and $V_2$ the dead leg, with concentrations $c_1$ and $c_2$. Clean gas enters at volume flow $Q$, and the same volume flow leaves $V_1$. The neck exchanges gas at volume rate $q$, with no net flow. I assume constant pressure and temperature, dilute water, inert walls and good mixing within each volume. Then

$$V_1\dot c_1=-Qc_1-q(c_1-c_2),\qquad V_2\dot c_2=q(c_1-c_2).$$

Take a long dose, so that both volumes start at $c_0$, and write $W=c_1/c_0$, $u=c_2/c_0$.

**Q:** Surely a slower exchange makes the mean residence time longer?

**A:** Add the balances. The exchange terms cancel:

$$\frac{d}{dt}(V_1W+V_2u)=-QW.$$

Integrate from zero to infinity. For any $q>0$ both volumes finally empty, so the left side gives $-(V_1+V_2)$ and

$$\int_0^\infty W\,dt=\frac{V_1+V_2}{Q}\equiv\tau .$$

This integral is the mean residence time. Imagine that the reactor had been fed at $c_0$ for a long time before the switch to clean gas. Water leaving at time $t$ after the switch must have entered before it, and has therefore stayed longer than $t$. Thus $W(t)$ is the probability $P(\theta>t)$ that a molecule's residence time $\theta$ exceeds $t$. Since $\theta$ is the integral over time of a function equal to one while the molecule is inside, its average is $\int P(\theta>t)\,dt=\tau$.

So $q$ drops out. With slower exchange fewer molecules enter the leg, but those that do stay longer, and the two effects cancel in the mean.

**Q:** Then the spread of residence times should expose the leg.

**A:** It does, though weakly here. Similarly $\theta^2=\int_0^\theta 2t\,dt$, so $\langle\theta^2\rangle=2\int_0^\infty tW\,dt$. To find this integral, multiply the summed balance by $t$ and integrate the left side by parts. The boundary terms vanish, leaving

$$Q\int_0^\infty tW\,dt=V_1\int_0^\infty W\,dt+V_2\int_0^\infty u\,dt.$$

Integrating the leg's balance gives $-V_2=q(\int W\,dt-\int u\,dt)$, hence $\int u\,dt=\tau+V_2/q$. Therefore

$$\langle\theta^2\rangle=\frac{2}{Q}\left[(V_1+V_2)\tau+\frac{V_2^2}{q}\right]=2\tau^2+\frac{2V_2^2}{Qq},$$

and subtracting $\tau^2$ gives the variance

$$\sigma^2=\tau^2+\frac{2V_2^2}{Qq}.$$

For your neck we need $q$. In steady diffusion the flux is $D(c_1-c_2)/L$ per unit area, so $q=DS/L$ for a neck of area $S$ and length $L$. Take a radius of 0.10 cm and a length of 1.00 cm, so $S=0.0314$ cm². For water in nitrogen I scale a rough 0.25 cm²/s at 298 K and 1 atm as $T^{1.75}/p$, which gives 391 cm²/s at 1 Torr and 450 K; the third digit only keeps the arithmetic traceable. Thus $q=391\times0.0314/1.00=12.3$ cm³/s. With $V_1=980$ cm³ and $V_2=20$ cm³, $\sigma$ is 0.270 s, against 0.240 s for one mixed tank. The standard deviation rises by 13 %, which gives little warning of what happens at $10^{-5}$.

**Q:** What does happen there?

**A:** Define the rates $a=Q/V_1$, $b=q/V_1$ and $k=q/V_2$. The balances become

$$\dot W=-(a+b)W+bu,\qquad \dot u=k(W-u).$$

A solution proportional to $e^{-\lambda t}$ requires $(a+b-\lambda)(k-\lambda)-bk=0$, or

$$P(\lambda)=\lambda^2-(a+b+k)\lambda+ak=0.$$

Since $P(0)=ak>0$ and $P(a)=-ab<0$, the roots satisfy $\lambda_s<a<\lambda_f$. Compare the slow one with the mixed-tank rate $m=1/\tau$. Because $b/k=V_2/V_1$,

$$m=\frac{Q}{V_1+V_2}=\frac{a}{1+b/k}=\frac{ak}{b+k},$$

so $m(b+k)=ak$. Substitution gives $P(m)=m^2-am-m(b+k)+ak=m(m-a)<0$, because $m<a$. Hence $m$ also lies between the roots, and $\lambda_s<1/\tau$. In this model, for any finite $q>0$, the final decay is slower than that of a mixed tank with the same mean.

**Q:** A slow decay is harmless if its amplitude is tiny.

**A:** Yes, so we need the amplitude. Write $W=A_fe^{-\lambda_ft}+A_se^{-\lambda_st}$. At $t=0$ both concentrations are equal, so $W(0)=1$ and $\dot W(0)=-a$. These give $A_f+A_s=1$ and $\lambda_fA_f+\lambda_sA_s=a$. Eliminating $A_f$,

$$A_s=\frac{\lambda_f-a}{\lambda_f-\lambda_s}>0,\qquad A_f=\frac{a-\lambda_s}{\lambda_f-\lambda_s}>0.$$

For your reactor $a=4.26$ s⁻¹ and $k=0.614$ s⁻¹. The roots are $\lambda_f=4.27$ s⁻¹ and $\lambda_s=0.612$ s⁻¹, with $A_s=0.0040$. The two terms are equal at

$$t=\frac{\ln(A_f/A_s)}{\lambda_f-\lambda_s}=1.51\ \text{s}.$$

After that the leg sets the outlet concentration. At your 2.76 s the residual is $7.5\times10^{-4}$, 75 times the target. The target is reached when the slow term alone equals $10^{-5}$:

$$t_p=\frac{\ln(0.0040/10^{-5})}{0.612\ \text{s}^{-1}}=9.8\ \text{s},$$

3.5 times your estimate at the same $\tau$.

**Q:** Can I see where 0.0040 comes from without solving a quadratic?

**A:** For $q\ll Q$ and $k<a$, not close to $a$, follow the gas in two steps. To leading order the main volume first empties as $e^{-at}$. During that time the leg still takes up water, so

$$u=e^{-kt}\left[1+k\int_0^t e^{-(a-k)s}ds\right]\longrightarrow\left(1+\frac{k}{a-k}\right)e^{-kt}=\frac{a}{a-k}e^{-kt}.$$

The leg then feeds the main volume. Put $W=Be^{-kt}$ into $\dot W=-aW+bu$, where the small exchange loss $bW$ is dropped. This gives $(a-k)B=ba/(a-k)$. Since $b/a=q/Q$,

$$A_s\approx\frac{ab}{(a-k)^2}=\frac{q/Q}{(1-k/a)^2},\qquad \lambda_s\approx k.$$

Here $q/Q=0.00294$ and $k/a=0.144$, giving 0.0040. If also $k\ll a$, the tail is simply

$$W\approx\frac qQ e^{-qt/V_2}.$$

The leg leaks at rate $qc_2$ and the main flow dilutes the leak by $Q$. The area under this tail is $V_2/Q$, or 2 % of $\tau$; with the finite $k/a$ of the example the share is 2.7 %. A few per cent of the mean thus governs the whole late purge.

**Q:** Then I should make the neck narrower, to shut the leg off.

**A:** Set the simple tail equal to the target fraction $\varepsilon$. For $q>Q\varepsilon$ and $k\ll a$, and provided the result is well beyond the time $a^{-1}\ln(1/\varepsilon)$ the fast term needs to fall to $\varepsilon$,

$$t_p\approx\frac{V_2}{q}\ln\frac{q}{Q\varepsilon}.$$

Your neck gives $(20/12.28)\ln 294=9.26$ s, about 5 % below the full two-volume result because the factor $(1-k/a)^{-2}$ is missing. Now let $x=q/(Q\varepsilon)$, so that $t_p=(V_2/Q\varepsilon)(\ln x)/x$. The derivative of $(\ln x)/x$ is $(1-\ln x)/x^2$, which vanishes at $x=e$ and changes there from positive to negative. The maximum is therefore at

$$q_*\approx e\,\varepsilon Q,\qquad t_{\max}\approx\frac{V_2}{e\,Q\varepsilon}.$$

At the maximum $t_{\max}=1/k$, and the fast term $e^{-a/k}$ must by then lie far below $\varepsilon$. This needs $a/k\gg\ln(1/\varepsilon)$, which means $V_2\gg e\varepsilon\ln(1/\varepsilon)\,V_1$. With $\varepsilon=10^{-5}$ the right side is 0.3 cm³, so your leg qualifies. The formula gives 176 s at $q_*=0.113$ cm³/s; direct maximization of the two-volume purge time gives 177 s.

Here is the purge time when $q$ alone is changed, with both volumes and $Q$ held fixed:

| $q$ (cm³/s) | $t_p$ (s) |
|---:|---:|
| 0.0123 | 2.79 |
| 0.123 | 176 |
| 1.23 | 55.6 |
| 12.3 | 9.79 |
| 123 | 2.84 |
| 1230 | 2.76 |

All six cases have the same mean. Direct integration of the outlet curve for the four middle rows gives 0.2396 s each time.

**Q:** Why is the first row as good as the last?

**A:** The reasons are opposite. In the last row exchange is so fast that the leg belongs to the main volume. As $q\to\infty$, $\lambda_f$ grows like $b+k$. The product of the roots is $ak$, so $\lambda_s=ak/\lambda_f\to ak/(b+k)=1/\tau$, while $A_s\to1$. That is your mixed tank.

In the first row $q/Q=2.9\times10^{-6}$, so the leak starts below the target. The outlet passes the test while the leg remains nearly full, with an emptying time $V_2/q$ of about 1600 s. This is acceptable only if the process responds to concentration and tolerates that level. If the accumulated exposure matters, the area $V_2/Q$ under the tail is still delivered, just more slowly.

So a dead leg does not ruin every purge. When the leg exchanges more slowly than the main volume is flushed, $k<a$, it controls the purge time if the slow term is still above $\varepsilon$ after the fast term has fallen below it.

**Q:** Does the mean guarantee anything at all?

**A:** It gives an upper bound. Since $W$ is a probability of surviving beyond $t$, it cannot rise. Thus

$$tW(t)\le\int_0^tW(s)\,ds\le\tau,$$

and $t_p\le\tau/\varepsilon$. For you that is about 24 000 s, a ceiling far too high to set a purge by.

The mean can mislead in the other direction too. Replace the single mixed tank by ten equal tanks in series, with no leg and the same total volume and flow. The purge then takes 0.71 s, because the gas is displaced more nearly as a plug. Attach the 20 cm³ leg to the fifth tank, reducing the main volume to 980 cm³ so that $\tau$ is unchanged, and it takes 9.5 s. The better main flow pattern hardly helps once the leg controls the tail.

**Q:** Could I simply double the nitrogen flow?

**A:** Suppose pressure, temperature and neck stay fixed, so $q$ does not change. The mixed-tank estimate would halve, saving 1.4 s out of 2.76 s. In the simple tail law $Q$ appears only inside the logarithm, so doubling it saves $(V_2/q)\ln2=1.1$ s out of about 9.3 s. The full two-volume model saves 1.4 s out of 9.8 s, because $k/a$ also falls. More flow dilutes the leak but does not empty the leg faster. If the pressure rises with the flow, $D$ and hence $q$ fall, and even this saving shrinks or turns into a loss.

Widening the neck acts on the slow rate itself. A tenfold larger $q$ brings the purge to 2.84 s. The aim, for a leg that must stay and has inert walls, is $q/V_2$ comparable with or larger than $Q/V_1$. A tenfold smaller $q$ would instead cost you 55.6 s.

**Q:** My doses last 0.1 s. Does the leg even fill?

**A:** Not in one dose. If the main volume is held at $c_0$ and the leg starts empty, its filling by diffusion alone is $f=1-e^{-kt_d}=0.060$ for a dose time $t_d=0.1$ s. But the tail does not shrink to 6 %. In the uptake calculation above, the initial 1 becomes $f$, so the late leg content is proportional to

$$f+\frac{k}{a-k}=0.060+0.168=0.228,$$

instead of 1.168. Most of the water in the late tail entered the leg after the dose had ended. The purge time falls from 9.8 s to 7.1 s, still well above 2.76 s. Over repeated cycles the leg also carries over what the previous purge left behind, which this single-dose figure omits.

**Q:** How far would you trust these numbers for a real reactor?

**A:** The pressure of 1 Torr, the 450 K and the flow of 200 sccm are rough typical values for a small thermal oxide reactor; the leg, the neck and the target are chosen. The gas-phase corrections are moderate:

- The mean free path of nitrogen is 0.04 of the neck diameter. Including wall collisions in the neck, and the diffusion resistance at its two ends, lowers $q$ to 9.8 cm³/s and raises the full-leg purge from 9.8 to 11.6 s.
- Resolving the diffusion along the neck, without those corrections, gives 9.80 s against 9.79 s, so treating the neck as a simple conductance is adequate.
- A 0.1 Torr pressure drop at the end of the dose expels some gas from the leg and saves at most about 0.16 s. The matching rise at the start of the dose pushes wet gas into the leg, so after a short dose the filling exceeds 0.060 and this saving should not be counted on.
- Diffusion mixes a compact, roughly spherical leg within a few milliseconds. A slender leg is not well mixed: a tube of the same volume and 0.5 cm radius is 25 cm long, its slowest diffusion time $L^2/(\pi^2D)$ is about 0.17 s, and its own resistance adds to that of the neck and lengthens the purge. At the neck mouth the ratio of convection to diffusion, the Péclet number, is about 0.03 for a main chamber 30 cm long.

The assumption most seriously broken is that of inert walls, because water sticks. Suppose the walls can hold a full reversible monolayer, roughly $10^{15}$ molecules/cm², at the dose pressure of 0.1 Torr. The gas then holds $2.15\times10^{15}$ molecules/cm³. A main wall area of 1000 cm² stores as much water as about 470 cm³ of gas, and the wall of the leg, taken as a sphere, as much as 17 cm³. If this water exchanges rapidly and in proportion to the gas concentration, it acts as added volume, and the purge takes about 18 s.

**Q:** And if it desorbs slowly?

**A:** Then the wall is itself a stagnant compartment. Let $n$ be the adsorbed density, $Hc_1$ its equilibrium value and $k_d$ the desorption rate, so that $\dot n=k_d(Hc_1-n)$. For wall area $A$, define $c_2=n/H$, $V_w=AH$ and $q_w=k_dV_w$. Multiplying the rate equation by $A$ gives

$$V_w\dot c_2=q_w(c_1-c_2),$$

the same equation as for the leg. With $V_w\approx470$ cm³, no dead leg and a wall that starts in equilibrium with the dose gas, the least favourable desorption rate gives a purge of about 4100 s. That is the worst case over all rates for this linear wall model and this rough capacity, not a forecast for your reactor. In the linear model the wall also fills at the rate $k_d$, over thousands of seconds, so a short dose would leave it nearly empty. This is a feature of the model: its uptake velocity $k_dH$ corresponds to a sticking probability below $10^{-8}$. A real wall that binds water strongly can fill during a short dose and still release it slowly, so a short dose is no safeguard. It does show that slow desorption can outlast the leg. The 9.8 s is therefore the gas-phase part of the problem, for a leg as warm as the reactor; a cooler leg would need its own diffusion and adsorption data.

**Q:** So what should I measure before I set the purge?

**A:** Follow the outlet concentration down to the level your process requires, after the dose you actually use. On a logarithmic scale, a late straight section gives $\lambda_s$ by its slope and $A_s$ by its extrapolation to the start of the purge. If the slow term controls the target, the purge time is $\ln(A_s/\varepsilon)/\lambda_s$. To tell a leg from a wall, change the neck: within this model, as long as $q/V_2$ stays well below $Q/V_1$, the decay rate of a leg's tail follows $q/V_2$, while that of a tail from slow desorption, on the main wall or on the wall of the leg itself, changes little or not at all. The numerical output below gives the remaining figures for this reactor.

## Calculated quantities

```
pressure 1.0 Torr, temperature 450 K
purge flow 200 sccm = 4174 cm3/s in the reactor
main volume 980 cm3, pocket volume 20 cm3
neck radius 0.10 cm, length 1.00 cm
reference diffusivity 0.25 cm2/s at 298 K, 1 atm
diffusivity in the reactor 391 cm2/s
exchange flow q 12.28 cm3/s, q/Q 0.00294
target residual eps 1e-05
mean residence time 0.2396 s
standard deviation: pocket 0.2702 s, mixed tank 0.2396 s
main rate Q/V1 4.259 1/s, pocket rate q/V2 0.6139 1/s
fast rate 4.273 1/s, slow rate 0.6118 1/s
fast amplitude 0.99600, slow amplitude 0.00400
slow-mode share of the mean 2.73 %
time when the two modes are equal 1.51 s
purge time, one mixed tank 2.76 s
purge time, with pocket 9.79 s
purge time, simple slow-exchange law 9.26 s
ratio pocket/mixed purge time 3.55
pocket residual at mixed purge time 7.47e-04
that residual / eps 75
scan of exchange flow at fixed volumes and purge flow:
  q 0.01228 cm3/s: purge time 2.79 s
  q 0.1228 cm3/s: purge time 176.24 s
  q 1.228 cm3/s: purge time 55.57 s
  q 12.28 cm3/s: purge time 9.79 s
  q 122.8 cm3/s: purge time 2.84 s
  q 1228 cm3/s: purge time 2.76 s
  q 0.1228 cm3/s: integrated mean 0.2396 s
  q 1.228 cm3/s: integrated mean 0.2396 s
  q 12.28 cm3/s: integrated mean 0.2396 s
  q 122.8 cm3/s: integrated mean 0.2396 s
worst q 0.113 cm3/s, law 0.113 cm3/s
longest purge 176.8 s, law 176.3 s
bound from the mean alone 23961 s
purge time, diffusion in neck resolved 9.80 s
ten tanks in series, no pocket 0.71 s
ten tanks in series, with pocket 9.54 s
dose 0.1 s: pocket filling 0.060
purge time after that short dose 7.12 s
mean free path 0.0077 cm, /neck diameter 0.038
Knudsen diffusivity of neck 4848 cm2/s
neck length with end resistance 1.157 cm
q with both neck corrections 9.82 cm3/s
purge time with both neck corrections 11.64 s
water partial pressure in dose 0.1 Torr
purge shortened by pressure relief 0.16 s
main gas speed 128 cm/s for length 30 cm
Peclet number at neck mouth 0.033
mixing time inside pocket 0.00074 s
wall capacity 1e+15 1/cm2, main wall area 1000 cm2
water gas density in dose 2.15e+15 1/cm3
wall storage as volume: main 466 cm3, pocket 16.6 cm3
purge time, fast reversible wall storage 17.73 s
longest purge, slow main-wall desorption 4108 s
```
